**Band jumps from a k-dependent LAPW basis**

The program builds a one-dimensional LAPW crystal in Rydberg units and follows its lowest band as a reciprocal vector $G$ enters the set $|k+G|\le K_{\max}$. The band drops by $J=|v_1|^2/D(E_1-J)$, where $E_1$ is the old lowest level, $v_1$ is its coupling to the orthogonalized new function, and $D$ is the energy denominator that includes the other old states. The program asserts that this formula agrees with the difference of two diagonalizations, that old and new levels interlace, and that a coupling forbidden by symmetry gives no drop. It also asserts the slope formula at fixed set and the finite-difference errors $-J/(2h)$ for the slope and $\mp J/h^2$ for the curvature, where $h$ is the step. The Kronig–Penney dispersion relation supplies the exact energies of the model, and the LAPW energies are asserted to lie above them within rounding. The output shows a jump of $9.04\times10^{-4}$ Ry at $K_{\max}=3$ bohr⁻¹, which turns a mass ratio of about 2.03 into −0.056 for a straddling stencil with $h=0.005$ bohr⁻¹. Freezing the set over the stencil removes this error, while a frozen set used across the zone breaks the periodicity of the band. A separate count for a simple cubic lattice compares the number of basis changes along random paths with a volume formula.

## Check in Python

```python
# RESULT UNDER TEST: with the basis |k+G| <= K_max, an LAPW band is smooth only
# while the set of G is fixed. An entering G lowers the lowest band by
#   J = |v_1|^2 / D(E_1-J),  D(E) = e - E - sum_{j>1} |v_j|^2/(E_j-E),
# where e is the energy of the new function (orthogonalized to the old space,
# normalized), and v_j is its coupling to old eigenstate j with energy E_j.
# Central differences across the entry have slope error -J/(2h) and curvature
# error -J/h^2 or +J/h^2, depending on the side of the centre.
# Model: H = -d^2/dx^2 + V in Rydberg units; V = -DEPTH for |x| < R, else 0;
# period A. LAPW functions are matched in value and slope at x = -R and x = R.
import numpy as np
from scipy.linalg import eigh
from scipy.optimize import brentq
from scipy.constants import physical_constants

A, R, DEPTH, E_PAR, KMAX = 6.0, 1.0, 1.0, -0.4, 3.0
g = 2 * np.pi / A
kappa = np.sqrt(E_PAR + DEPTH)
RY_MEV = 1000 * physical_constants["Rydberg constant times hc in eV"][0]

nodes, weights = np.polynomial.legendre.leggauss(48)
x_in, w_in = R * nodes, R * weights
half_gap = A / 2 - R
x_out, w_out = A / 2 + half_gap * nodes, half_gap * weights
w_all = np.concatenate([w_in, w_out])[:, None]
v_all = np.concatenate([-DEPTH * np.ones(48), np.zeros(48)])[:, None]


def inner_functions(x):
    """Values and slopes of (u, du/dE) for even and odd parity in the well."""
    c, s = np.cos(kappa * x), np.sin(kappa * x)
    even = (np.array([c, -x * s / (2 * kappa)]),
            np.array([-kappa * s, -(s + kappa * x * c) / (2 * kappa)]))
    odd = (np.array([s, x * c / (2 * kappa)]),
           np.array([kappa * c, (c - kappa * x * s) / (2 * kappa)]))
    return even, odd


INNER = inner_functions(x_in)
EDGE = [np.array(pair) for pair in inner_functions(R)]


def matrices(k, n, derivative=False):
    """H and S by quadrature; optionally also dH/dk and dS/dk at fixed set n."""
    K = k + np.asarray(n) * g
    c, s = np.cos(K * R), np.sin(K * R)
    target = [np.array([c, -K * s]), 1j * np.array([s, K * c])]
    dtarget = [np.array([-R * s, -s - K * R * c]),
               1j * np.array([R * c, c - K * R * s])]

    def inside(targets):
        val, slope = 0, 0
        for (fv, fs), edge, t in zip(INNER, EDGE, targets):
            coef = np.linalg.solve(edge, t)
            val = val + fv.T @ coef
            slope = slope + fs.T @ coef
        return val, slope

    wave = np.exp(1j * np.outer(x_out, K))
    val, slope = inside(target)
    f = np.vstack([val, wave]) / np.sqrt(A)
    df = np.vstack([slope, 1j * K * wave]) / np.sqrt(A)
    H = df.conj().T @ (w_all * df) + f.conj().T @ (w_all * v_all * f)
    S = f.conj().T @ (w_all * f)
    if not derivative:
        return H, S
    xw = x_out[:, None]
    val, slope = inside(dtarget)
    fk = np.vstack([val, 1j * xw * wave]) / np.sqrt(A)
    dfk = np.vstack([slope, 1j * wave - K * xw * wave]) / np.sqrt(A)
    hk = dfk.conj().T @ (w_all * df) + fk.conj().T @ (w_all * v_all * f)
    sk = fk.conj().T @ (w_all * f)
    return H, S, hk + hk.conj().T, sk + sk.conj().T


def sphere_set(k, kmax=KMAX):
    n = np.arange(-15, 16)
    return n[np.abs(k + n * g) <= kmax]


def levels(k, n):
    return eigh(*matrices(k, n), eigvals_only=True)


def lowest(k, n=None, kmax=KMAX):
    return levels(k, sphere_set(k, kmax) if n is None else n)[0]


def analytic_slope(k, n):
    H, S, dH, dS = matrices(k, n, True)
    E, C = eigh(H, S)
    c = C[:, 0]
    return (c.conj() @ (dH - E[0] * dS) @ c).real


def differences(func, k, h):
    left, mid, right = func(k - h), func(k), func(k + h)
    return (right - left) / (2 * h), (right - 2 * mid + left) / h**2


def exact_lowest(k):
    """Lowest root of the Kronig-Penney dispersion relation."""
    def f(E):
        p, q = np.sqrt(E + DEPTH), np.sqrt(E + 0j)
        w, b = 2 * R, A - 2 * R
        val = (np.cos(p * w) * np.cos(q * b)
               - (p**2 + q**2) / (2 * p * q) * np.sin(p * w) * np.sin(q * b))
        return val.real - np.cos(k * A)
    grid = np.linspace(-0.999, 0.6, 400)
    vals = np.array([f(E) for E in grid])
    i = np.where(vals[:-1] * vals[1:] < 0)[0][0]
    return brentq(f, grid[i], grid[i + 1], xtol=1e-15, rtol=1e-15)


def entry(kmax):
    """Entry point in the half zone, with the sets before and after it."""
    k = np.ceil(kmax / g) * g - kmax
    assert 0 < k < np.pi / A
    old, new = sphere_set(k - 1e-9, kmax), sphere_set(k + 1e-9, kmax)
    assert len(new) == len(old) + 1 and set(old) < set(new)
    return k, old, new


def coupling_data(k, old, new):
    """Old levels, couplings v_j and energy e of the orthogonalized function."""
    H, S = matrices(k, new)
    keep = np.isin(new, old)
    E, C = eigh(H[np.ix_(keep, keep)], S[np.ix_(keep, keep)])
    C_full = np.zeros((len(new), len(old)), complex)
    C_full[keep] = C
    t = (~keep).astype(complex)
    for _ in range(2):
        t = t - C_full @ (C_full.conj().T @ S @ t)
    t = t / np.sqrt((t.conj() @ S @ t).real)
    return E, C_full.conj().T @ H @ t, (t.conj() @ H @ t).real


def denominator(E, E_old, v, e):
    return e - E - np.sum(np.abs(v[1:])**2 / (E_old[1:] - E))


# The LAPW energies lie above the exact ones and approach them.
worst = 0.0
for k in (0.05, 0.14, 0.3, 0.45):
    ex = exact_lowest(k)
    assert lowest(k) >= ex - 1e-11
    gap = lowest(k, kmax=6.0) - ex
    assert -1e-10 < gap < 1e-3
    worst = max(worst, gap)

# Jump from two diagonalizations against the coupling formula.
kstar, old, new = entry(KMAX)
E_before, E_after = levels(kstar, old), levels(kstar, new)
J = E_before[0] - E_after[0]
assert J > 0
assert np.all(E_after[:-1] <= E_before + 1e-10)
assert np.all(E_before <= E_after[1:] + 1e-10)
E_old, v, e_new = coupling_data(kstar, old, new)
D_old = denominator(E_old[0], E_old, v, e_new)
J_first = abs(v[0])**2 / D_old
J_full = abs(v[0])**2 / denominator(E_after[0], E_old, v, e_new)
assert abs(J_full / J - 1) < 1e-5
assert abs(J_first / J - 1) < 0.05

# A leaving G raises the band by the same amount at the mirrored point.
rise = lowest(g - kstar + 1e-9) - lowest(g - kstar - 1e-9)
assert abs(rise / J - 1) < 0.01

# At k = 0 an odd combination cannot change the even lowest state.
H7, S7 = matrices(0.0, np.arange(-3, 4))


def with_pair(sign):
    T = np.zeros((7, 6))
    T[1:6, :5] = np.eye(5)
    T[6, 5], T[0, 5] = 1, sign
    return eigh(T.T @ H7 @ T, T.T @ S7 @ T, eigvals_only=True)[0]


E_gamma = lowest(0.0)
drop_odd, drop_even = E_gamma - with_pair(-1), E_gamma - with_pair(1)
assert abs(drop_odd) < 1e-10 and drop_even > 1e-9

# Slope formula at fixed set, and error laws for straddling stencils.
for n in (old, new):
    fd = differences(lambda k: lowest(k, n), kstar, 1e-4)[0]
    assert abs(fd - analytic_slope(kstar, n)) < 1e-6
h = 1e-4
for k0, n, sign in ((kstar - h / 2, old, -1), (kstar + h / 2, new, 1)):
    slope, curve = differences(lowest, k0, h)
    true_curve = differences(lambda k: lowest(k, n), k0, 1e-3)[1]
    assert abs((slope - analytic_slope(k0, n)) * 2 * h / (-J) - 1) < 0.03
    assert abs((curve - true_curve) * h**2 / (sign * J) - 1) < 0.03

# The moving set is periodic in k; a frozen set is not.
period_moving = lowest(0.05 + g) - lowest(0.05)
period_frozen = lowest(0.05 + g, old) - lowest(0.05, old)
assert abs(period_moving) < 1e-10 and abs(period_frozen) > 1e-6

print(f"Period {A} bohr, well half-width {R} bohr, depth {DEPTH} Ry")
print(f"Energy parameter {E_PAR} Ry, K_max {KMAX} bohr^-1")
print(f"g = {g:.6f} bohr^-1, zone edge = {np.pi/A:.6f} bohr^-1")
print(f"Entry k* = {kstar:.7f} bohr^-1, basis {len(old)} -> {len(new)}")
print(f"Lowest level at k*, old set: {E_before[0]:.8f} Ry")
print(f"Lowest level at k*, new set: {E_after[0]:.8f} Ry")
print(f"Exact level at k*: {exact_lowest(kstar):.8f} Ry")
print(f"Jump J = {J:.5e} Ry = {J*RY_MEV:.5f} meV")
print(f"|v_1| = {abs(v[0]):.5e} Ry, e = {e_new:.5f} Ry")
print(f"D(E_1) = {D_old:.5f} Ry, |v_1|^2/D(E_1) = {J_first:.5e} Ry")
print(f"Rise where a G leaves, k = g-k*: {rise:.5e} Ry")
print(f"k=0 drop, odd pair: {drop_odd:.1e} Ry; even pair: {drop_even:.4e} Ry")
print(f"Slope at k*, old / new set: {analytic_slope(kstar, old):.6f} / "
      f"{analytic_slope(kstar, new):.6f} Ry bohr")
print(f"E(k+g)-E(k), k=0.05 bohr^-1: moving {period_moving:.1e} Ry, "
      f"frozen {period_frozen:.4e} Ry")
print(f"Largest error at K_max=6 bohr^-1, four k points: {worst:.2e} Ry")

print("Units below: k, h in bohr^-1; E' in Ry bohr; E'' in Ry bohr^2; m*/m")
for k0 in (0.140, 0.143):
    frozen = sphere_set(k0)
    s_ex, c_ex = differences(exact_lowest, k0, 1e-3)
    print(f"k0={k0:.3f} exact model: E'={s_ex:.5f} E''={c_ex:.4f} "
          f"m*/m={2/c_ex:.4f}")
    print(f"  analytic slope, frozen set: {analytic_slope(k0, frozen):.5f}")
    for h in (0.05, 0.02, 0.01, 0.005, 0.002, 0.001):
        s1, c1 = differences(lowest, k0, h)
        s2, c2 = differences(lambda k: lowest(k, frozen), k0, h)
        print(f"  h={h:.3f} moving E'={s1:.5f} E''={c1:.4f} m*/m={2/c1:.4f}"
              f" | frozen E'={s2:.5f} E''={c2:.4f} m*/m={2/c2:.4f}")

print("Cutoff study; h_1% is the step where J/h^2 is 1% of |E''|")
jumps = []
for kmax in (3.0, 4.0, 5.0):
    kj, n_old, n_new = entry(kmax)
    jump = lowest(kj, n_old) - lowest(kj, n_new)
    E_j, v_j, e_j = coupling_data(kj, n_old, n_new)
    estimate = abs(v_j[0])**2 / denominator(E_j[0], E_j, v_j, e_j)
    # The absolute allowance covers roundoff in the generalized eigenproblem.
    assert jump > -1e-11 and abs(jump - estimate) < 0.05 * abs(jump) + 1e-11
    curve = differences(lambda k: lowest(k, n_old), kj, 5e-3)[1]
    h_one = np.sqrt(max(jump, 0) / (0.01 * abs(curve)))
    jumps.append(jump)
    print(f"  K_max={kmax:.1f} bohr^-1 k*={kj:.5f} bohr^-1 J={jump:.3e} Ry "
          f"E''={curve:.4f} Ry bohr^2 h_1%={h_one:.5f} bohr^-1")
assert jumps[-1] < jumps[0]

# Three dimensions: explicit sphere crossings against the volume argument.
a3, K3 = 8.0, 4.0
g3, path = 2 * np.pi / a3, np.pi / a3
m = np.arange(-8, 9)
G3 = g3 * np.array(np.meshgrid(m, m, m)).reshape(3, -1).T


def crossings(start, direction):
    q = G3 + start
    b = q @ direction
    disc = b**2 - np.sum(q**2, axis=1) + K3**2
    b, root = b[disc > 0], np.sqrt(disc[disc > 0])
    t = np.concatenate([-b - root, -b + root])
    return t[(t > 0) & (t < path)]


rng = np.random.default_rng(7)
counts = []
for _ in range(600):
    d = rng.normal(size=3)
    start = g3 * (rng.random(3) - 0.5)
    counts.append(len(crossings(start, d / np.linalg.norm(d))))
predicted = 2 * np.pi * K3**2 * path * a3**3 / (2 * np.pi)**3
assert abs(np.mean(counts) / predicted - 1) < 0.03
line = crossings(np.zeros(3), np.array([1.0, 0.0, 0.0]))
distinct = len(np.unique(np.round(line, 8)))
print(f"Simple cubic: period {a3} bohr, K_max {K3} bohr^-1, "
      f"path {path:.5f} bohr^-1")
print(f"  crossings per path: formula {predicted:.2f}, "
      f"mean of {len(counts)} random paths {np.mean(counts):.2f}")
print(f"  Gamma-X line: {len(line)} crossings at {distinct} distinct k")
print("ALL CHECKS PASSED")
```

It prints:

```
Period 6.0 bohr, well half-width 1.0 bohr, depth 1.0 Ry
Energy parameter -0.4 Ry, K_max 3.0 bohr^-1
g = 1.047198 bohr^-1, zone edge = 0.523599 bohr^-1
Entry k* = 0.1415927 bohr^-1, basis 5 -> 6
Lowest level at k*, old set: -0.47641375 Ry
Lowest level at k*, new set: -0.47731764 Ry
Exact level at k*: -0.47818796 Ry
Jump J = 9.03882e-04 Ry = 12.29793 meV
|v_1| = 9.32105e-02 Ry, e = 9.19478 Ry
D(E_1) = 9.61116 Ry, |v_1|^2/D(E_1) = 9.03970e-04 Ry
Rise where a G leaves, k = g-k*: 9.03881e-04 Ry
k=0 drop, odd pair: -5.6e-16 Ry; even pair: 1.5334e-03 Ry
Slope at k*, old / new set: 0.158863 / 0.155920 Ry bohr
E(k+g)-E(k), k=0.05 bohr^-1: moving -1.7e-16 Ry, frozen 1.0801e-02 Ry
Largest error at K_max=6 bohr^-1, four k points: 1.14e-06 Ry
Units below: k, h in bohr^-1; E' in Ry bohr; E'' in Ry bohr^2; m*/m
k0=0.140 exact model: E'=0.15573 E''=0.9715 m*/m=2.0587
  analytic slope, frozen set: 0.15730
  h=0.050 moving E'=0.14538 E''=0.5550 m*/m=3.6033 | frozen E'=0.15599 E''=0.9795 m*/m=2.0420
  h=0.020 moving E'=0.13309 E''=-1.4158 m*/m=-1.4126 | frozen E'=0.15709 E''=0.9843 m*/m=2.0319
  h=0.010 moving E'=0.11079 E''=-8.3053 m*/m=-0.2408 | frozen E'=0.15725 E''=0.9850 m*/m=2.0305
  h=0.005 moving E'=0.06589 E''=-35.5738 m*/m=-0.0562 | frozen E'=0.15728 E''=0.9851 m*/m=2.0302
  h=0.002 moving E'=-0.06897 E''=-225.2851 m*/m=-0.0089 | frozen E'=0.15730 E''=0.9852 m*/m=2.0301
  h=0.001 moving E'=0.15730 E''=0.9852 m*/m=2.0301 | frozen E'=0.15730 E''=0.9852 m*/m=2.0301
k0=0.143 exact model: E'=0.15863 E''=0.9618 m*/m=2.0794
  analytic slope, frozen set: 0.15728
  h=0.050 moving E'=0.14818 E''=1.2676 m*/m=1.5778 | frozen E'=0.15591 E''=0.9584 m*/m=2.0868
  h=0.020 moving E'=0.13579 E''=3.0910 m*/m=0.6470 | frozen E'=0.15706 E''=0.9634 m*/m=2.0761
  h=0.010 moving E'=0.11328 E''=9.7541 m*/m=0.2050 | frozen E'=0.15723 E''=0.9641 m*/m=2.0746
  h=0.005 moving E'=0.06793 E''=36.6995 m*/m=0.0545 | frozen E'=0.15727 E''=0.9642 m*/m=2.0742
  h=0.002 moving E'=-0.06826 E''=226.4992 m*/m=0.0088 | frozen E'=0.15728 E''=0.9643 m*/m=2.0741
  h=0.001 moving E'=0.15728 E''=0.9643 m*/m=2.0741 | frozen E'=0.15728 E''=0.9643 m*/m=2.0741
Cutoff study; h_1% is the step where J/h^2 is 1% of |E''|
  K_max=3.0 bohr^-1 k*=0.14159 bohr^-1 J=9.039e-04 Ry E''=0.9801 Ry bohr^2 h_1%=0.30368 bohr^-1
  K_max=4.0 bohr^-1 k*=0.18879 bohr^-1 J=7.810e-05 Ry E''=0.7825 Ry bohr^2 h_1%=0.09990 bohr^-1
  K_max=5.0 bohr^-1 k*=0.23599 bohr^-1 J=7.188e-06 Ry E''=0.5197 Ry bohr^2 h_1%=0.03719 bohr^-1
Simple cubic: period 8.0 bohr, K_max 4.0 bohr^-1, path 0.39270 bohr^-1
  crossings per path: formula 81.49, mean of 600 random paths 82.08
  Gamma-X line: 81 crossings at 14 distinct k
ALL CHECKS PASSED
```
